# Barrier error from a T-squared Richardson plot in two dimensions: a numerical check

```python
# Result under test: for thermionic emission into a two-dimensional channel,
#   J = A T^(3/2) exp(-Phi/kT),  A = g q sqrt(2 pi m k^3) / h^2,
# a straight-line fit of ln(J/T^2) against beta = 1/kT returns
#   Phi_app = Phi - k T_eff / 2,
# where T_eff is a weighted mean temperature of the measured window.
# J: current per contact width, Phi: barrier, m: effective mass,
# g: degeneracy including spin, q: elementary charge.
# Synthetic currents are integrated from the Fermi-Dirac flux.
import numpy as np
from scipy.constants import h, hbar, k, e as q, m_e

MEV = 1e-3 * q                      # one meV in joule
K_MEV = k / MEV                     # Boltzmann constant in meV/K

nodes, weights = np.polynomial.legendre.leggauss(80)
x_pos, w_pos = 3.5 * (nodes + 1), 3.5 * weights     # interval 0 to 7
y_all, w_all = 7 * nodes, 7 * weights               # interval -7 to 7
X, Y = np.meshgrid(x_pos, y_all, indexing="ij")
W = np.outer(w_pos, w_all)


def flux_current(T, phi, mass, g):
    """Current per width from the k-space integral of g q v_x f / (4 pi^2)."""
    k_th = np.sqrt(2 * mass * k * T) / hbar
    velocity = hbar * k_th * X / mass
    occupation = 1 / (np.exp(phi / (K_MEV * T) + X**2 + Y**2) + 1)
    return g * q / (4 * np.pi**2) * k_th**2 * np.sum(W * velocity * occupation)


def richardson_2d(mass, g):
    return g * q * np.sqrt(2 * np.pi * mass * k**3) / h**2


def fit(T, J, power):
    """Barrier (meV), prefactor and residuals of ln(J/T^power) against 1/kT."""
    b = 1 / (K_MEV * T)
    y = np.log(J / T**power)
    slope, intercept = np.polyfit(b, y, 1)
    return -slope, np.exp(intercept), y - slope * b - intercept


def effective_temperature(T):
    """Weighted mean of T from the interval weights of a least-squares slope."""
    b = np.sort(1 / (K_MEV * T))
    d = b - b.mean()
    w = np.array([d[j + 1:].sum() for j in range(len(b) - 1)]) / np.sum(d**2)
    assert np.all(w >= 0) and abs(np.sum(w * np.diff(b)) - 1) < 1e-10
    return np.sum(w * np.log(b[1:] / b[:-1])) / K_MEV


def fermi_shift_bound(T, phi):
    """Largest barrier shift caused by Fermi instead of Boltzmann statistics."""
    return phi * np.exp(-phi / (K_MEV * T.max())) / 2**1.5


phi, mass, g, sigma = 300.0, 0.5 * m_e, 2, 0.02
T = np.linspace(250.0, 400.0, 7)
beta = 1 / (K_MEV * T)
J = np.array([flux_current(t, phi, mass, g) for t in T])
A = richardson_2d(mass, g)

# Richardson law and leading Fermi correction against the integrated flux
J_boltz = A * T**1.5 * np.exp(-phi * beta)
correction = J / J_boltz - 1
predicted = -np.exp(-phi * beta) / 2**1.5
assert np.allclose(correction, predicted, rtol=1e-3, atol=1e-10)

# Mean kinetic energies in units of kT, Boltzmann weights
gauss = np.exp(-X**2 - Y**2)
mean_gas = np.sum(W * gauss * (X**2 + Y**2)) / np.sum(W * gauss)
mean_2d = np.sum(W * X * gauss * (X**2 + Y**2)) / np.sum(W * X * gauss)
X3, Y3, Z3 = np.meshgrid(x_pos, y_all, y_all, indexing="ij")
W3 = np.einsum("i,j,l->ijl", w_pos, w_all, w_all)
R3 = X3**2 + Y3**2 + Z3**2
F3 = W3 * X3 * np.exp(-R3)
mean_3d = np.sum(F3 * R3) / np.sum(F3)
assert abs(mean_gas - 1) < 1e-8
assert abs(mean_2d - 1.5) < 1e-8 and abs(mean_3d - 2) < 1e-8

# Local slope of ln J at 325 K by central difference in beta
b0, db = 1 / (K_MEV * 325.0), 1e-5
J_hi = flux_current(1 / (K_MEV * (b0 + db)), phi, mass, g)
J_lo = flux_current(1 / (K_MEV * (b0 - db)), phi, mass, g)
local_energy = -(np.log(J_hi) - np.log(J_lo)) / (2 * db)
assert abs(local_energy - phi - mean_2d * K_MEV * 325) < 0.01

# Fits to clean currents; allowed deviation is the Fermi correction
T_eff = effective_temperature(T)
half_kT = 0.5 * K_MEV * T_eff
bound = fermi_shift_bound(T, phi)
phi_15, A_15, res_15 = fit(T, J, 1.5)
phi_20, A_20, res_20 = fit(T, J, 2.0)
assert T.min() < T_eff < T.max()
assert abs(phi_15 - phi) < bound
assert abs(phi_20 - (phi - half_kT)) < bound
T_geo, T_har = np.exp(np.mean(np.log(T))), 1 / np.mean(1 / T)
A_20_formula = A / np.sqrt(T_geo) * np.exp(-T_eff / (2 * T_har))
assert abs(A_15 / A - 1) < 2e-3 and abs(A_20 / A_20_formula - 1) < 2e-3

# Narrow window: bias tends to half k times the mean temperature
T_n = np.array([320.0, 325.0, 330.0])
J_n = np.array([flux_current(t, phi, mass, g) for t in T_n])
bias_narrow = fit(T_n, J_n, 2.0)[0] - phi
assert abs(bias_narrow + 0.5 * K_MEV * T_n.mean()) < 0.01

# Another barrier, mass and degeneracy: same bias
phi_b, mass_b, g_b = 450.0, 0.3 * m_e, 4
J_b = np.array([flux_current(t, phi_b, mass_b, g_b) for t in T])
bias_b = fit(T, J_b, 2.0)[0] - phi_b
assert abs(bias_b + half_kT) < fermi_shift_bound(T, phi_b)

# Noisy data: many realizations, the first one is the displayed data set
rng = np.random.default_rng(1)
runs = 20000
lnJ = np.log(J) + sigma * rng.standard_normal((runs, len(T)))
barriers, chi2 = {}, {}
for power in (1.5, 2.0):
    data = (lnJ - power * np.log(T)).T
    coef = np.polyfit(beta, data, 1)
    resid = data - np.outer(beta, coef[0]) - coef[1]
    barriers[power] = -coef[0]
    chi2[power] = np.sum(resid**2, axis=0) / sigma**2 / (len(T) - 2)
std_formula = sigma / np.sqrt(np.sum((beta - beta.mean())**2))
std_mc = barriers[2.0].std()
assert abs(std_mc / std_formula - 1) < 0.03
assert abs(barriers[2.0].mean() - phi_20) < 5 * std_mc / np.sqrt(runs)
assert np.allclose(barriers[1.5] - barriers[2.0], half_kT, atol=1e-6)
assert half_kT > 5 * std_formula
assert chi2[2.0].mean() - chi2[1.5].mean() < chi2[1.5].std() / 3
J_noisy = np.exp(lnJ[0])
rms_20 = np.sqrt(np.mean(res_20**2))
assert rms_20 < sigma

print(f"True barrier: {phi:.1f} meV")
print(f"Effective mass / electron mass: {mass / m_e:.2f}")
print(f"Degeneracy including spin: {g}")
print(f"Scatter of ln J: {sigma:.3f}")
print(f"2D Richardson constant A: {A:.5f} A m^-1 K^-3/2")
print("T (K) | 1/kT (1/meV) | clean J (A/m) | noisy J (A/m)"
      " | noisy ln(J/T^1.5) | noisy ln(J/T^2), SI numbers")
for t, b, jc, jn in zip(T, beta, J, J_noisy):
    print(f"{t:.0f} | {b:.6f} | {jc:.5e} | {jn:.5e}"
          f" | {np.log(jn / t**1.5):.4f} | {np.log(jn / t**2):.4f}")
print(f"Fermi correction to J at {T[-1]:.0f} K: {correction[-1]:.3e}")
print(f"Bound on Fermi shift of fitted barrier: {bound:.4f} meV")
print(f"Mean kinetic energy of 2D gas: {mean_gas:.4f} kT")
print(f"Mean kinetic energy of emitted electrons, 2D: {mean_2d:.4f} kT")
print(f"Mean kinetic energy of emitted electrons, 3D: {mean_3d:.4f} kT")
print(f"-d ln J/d beta at 325 K: {local_energy:.3f} meV")
print(f"Arithmetic mean temperature: {T.mean():.2f} K")
print(f"Geometric mean temperature: {T_geo:.2f} K")
print(f"Harmonic mean temperature: {T_har:.2f} K")
print(f"Effective temperature T_eff: {T_eff:.2f} K")
print(f"Half k T_eff: {half_kT:.3f} meV")
print(f"Half k times arithmetic mean T: {0.5 * K_MEV * T.mean():.3f} meV")
print(f"Clean data, T^1.5 plot, barrier: {phi_15:.3f} meV")
print(f"Clean data, T^2 plot, barrier: {phi_20:.3f} meV")
print(f"Clean data, T^2 plot, bias: {phi_20 - phi:.3f} meV")
print(f"Same bias in joule: {(phi_20 - phi) * MEV:.4e} J")
print(f"Clean data, T^2 plot, corrected barrier: {phi_20 + half_kT:.3f} meV")
print(f"Prefactor from T^1.5 plot: {A_15:.5f} A m^-1 K^-3/2")
print(f"Prefactor from T^2 plot: {A_20:.5e} A m^-1 K^-2")
print(f"Prefactor formula for T^2 plot: {A_20_formula:.5e} A m^-1 K^-2")
print(f"Rms residual of clean T^2 plot in ln J: {rms_20:.5f}")
print(f"Noisy data, T^1.5 plot, barrier: {barriers[1.5][0]:.3f} meV")
print(f"Noisy data, T^2 plot, barrier: {barriers[2.0][0]:.3f} meV")
print(f"Noise realizations: {runs}")
print(f"Mean barrier over realizations, T^1.5: {barriers[1.5].mean():.3f} meV")
print(f"Mean barrier over realizations, T^2: {barriers[2.0].mean():.3f} meV")
print(f"Standard error of barrier, formula: {std_formula:.3f} meV")
print(f"Standard deviation over realizations: {std_mc:.3f} meV")
print(f"Mean reduced chi-square, T^1.5: {chi2[1.5].mean():.3f}")
print(f"Mean reduced chi-square, T^2: {chi2[2.0].mean():.3f}")
print(f"Run-to-run spread of reduced chi-square: {chi2[1.5].std():.3f}")
print(f"Bias for window 320, 325, 330 K: {bias_narrow:.3f} meV")
print(f"Second contact: barrier {phi_b:.1f} meV, mass ratio"
      f" {mass_b / m_e:.2f}, degeneracy {g_b}")
print(f"Second contact, T^2 plot, bias: {bias_b:.3f} meV")
print("finished without a failed check")
```

Running it gives:

```
True barrier: 300.0 meV
Effective mass / electron mass: 0.50
Degeneracy including spin: 2
Scatter of ln J: 0.020
2D Richardson constant A: 0.06334 A m^-1 K^-3/2
T (K) | 1/kT (1/meV) | clean J (A/m) | noisy J (A/m) | noisy ln(J/T^1.5) | noisy ln(J/T^2), SI numbers
250 | 0.046418 | 2.24310e-04 | 2.25866e-04 | -16.6778 | -19.4385
275 | 0.042198 | 9.17765e-04 | 9.32970e-04 | -15.4023 | -18.2107
300 | 0.038682 | 3.00314e-03 | 3.02305e-03 | -14.3572 | -17.2091
325 | 0.035706 | 8.26783e-03 | 8.05513e-03 | -13.4972 | -16.3891
350 | 0.033156 | 1.98590e-02 | 2.02219e-02 | -12.6879 | -15.6169
375 | 0.030945 | 4.27447e-02 | 4.31281e-02 | -12.0340 | -14.9974
400 | 0.029011 | 8.41208e-02 | 8.32223e-02 | -11.4734 | -14.4692
Fermi correction to J at 400 K: -5.869e-05
Bound on Fermi shift of fitted barrier: 0.0176 meV
Mean kinetic energy of 2D gas: 1.0000 kT
Mean kinetic energy of emitted electrons, 2D: 1.5000 kT
Mean kinetic energy of emitted electrons, 3D: 2.0000 kT
-d ln J/d beta at 325 K: 342.007 meV
Arithmetic mean temperature: 325.00 K
Geometric mean temperature: 321.10 K
Harmonic mean temperature: 317.17 K
Effective temperature T_eff: 312.98 K
Half k T_eff: 13.485 meV
Half k times arithmetic mean T: 14.003 meV
Clean data, T^1.5 plot, barrier: 299.997 meV
Clean data, T^2 plot, barrier: 286.512 meV
Clean data, T^2 plot, bias: -13.488 meV
Same bias in joule: -2.1610e-21 J
Clean data, T^2 plot, corrected barrier: 299.997 meV
Prefactor from T^1.5 plot: 0.06333 A m^-1 K^-3/2
Prefactor from T^2 plot: 2.15787e-03 A m^-1 K^-2
Prefactor formula for T^2 plot: 2.15813e-03 A m^-1 K^-2
Rms residual of clean T^2 plot in ln J: 0.00532
Noisy data, T^1.5 plot, barrier: 299.289 meV
Noisy data, T^2 plot, barrier: 285.804 meV
Noise realizations: 20000
Mean barrier over realizations, T^1.5: 299.984 meV
Mean barrier over realizations, T^2: 286.498 meV
Standard error of barrier, formula: 1.307 meV
Standard deviation over realizations: 1.296 meV
Mean reduced chi-square, T^1.5: 1.004
Mean reduced chi-square, T^2: 1.103
Run-to-run spread of reduced chi-square: 0.633
Bias for window 320, 325, 330 K: -14.003 meV
Second contact: barrier 450.0 meV, mass ratio 0.30, degeneracy 4
Second contact, T^2 plot, bias: -13.485 meV
finished without a failed check
```
